# Harrison's Grain-Boundary Diffusion Regimes from One Implicit Solver

## Dimensions fix the depth laws

A solute enters a solid from its surface \(y=0\), runs down a thin grain boundary and leaks sideways into the grains. Lateral lengths (unit \(X\)) and depths (unit \(Y\)) can be given independent dimensions as long as each transport coefficient acts in one direction. Let \(\delta\) be the boundary width, \(s\) the ratio of boundary to lattice concentration at their interface, and \(D_b\) and \(D\) the boundary and lattice diffusivities.

Suppose first that the boundary only conducts and the grain only absorbs sideways. The available quantities are

\[
P=s\delta D_b\;[XY^2/T],\qquad D\;[X^2/T],\qquad t\;[T].
\]

For a depth \(P^aD^bt^c\), the powers of \(Y\), \(X\) and \(T\) require \(2a=1\), \(a+2b=0\) and \(-a-b+c=0\). Hence \(a=1/2\), \(b=-1/4\), \(c=1/4\), and

\[
\text{depth}\propto P^{1/2}(t/D)^{1/4}.
\]

This is Harrison's regime B. If leakage is negligible, only \(D_b\;[Y^2/T]\) and \(t\) remain, and the depth grows as \(\sqrt{D_bt}\): regime C. If grain and boundary equilibrate sideways, they act as one medium with one diffusivity, and the depth again grows as \(t^{1/2}\): regime A. With \(d\) the grain width between boundaries, the conditions are

\[
\text{C: }\sqrt{Dt}\ll s\delta,\qquad
\text{B: }s\delta\ll\sqrt{Dt}\ll d,\qquad
\text{A: }\sqrt{Dt}\gg d .
\]

A clear regime B therefore needs \(s\delta\ll d\). It also needs a boundary depth much larger than \(\sqrt{Dt}\), so that direct entry from the surface into the grain does not matter.

## The boundary as a one-dimensional source

The boundaries are parallel, equally spaced and stationary. All coefficients are constant, and reaction and stress are left out. Concentrations are divided by the lattice value at the surface. The solid is initially empty; for \(t>0\) the surface has \(c=1\) in the lattice and \(c_b=s\) in the boundary.

Put \(h=\delta/2\) and \(L=d/2\). By symmetry it suffices to treat the half slab \(-h<x<0\) and the half grain \(0<x<L\). Integrate the slab equation \(\partial_tc_b=D_b(\partial_x^2+\partial_y^2)c_b\) over the half slab. The flux vanishes at \(x=-h\), and flux continuity at \(x=0\) gives \(D_b\partial_xc_b=D\partial_xc\). If \(c_b\) is nearly uniform across the slab, \(c_b=su(y,t)\) with \(u(y,t)=c(0,y,t)\), so

\[
sh\,u_t=shD_b\,u_{yy}+D\,c_x(0,y,t).
\]

The last term is negative while the grain is being filled: it is the boundary's loss. The grain obeys

\[
c_t=D(c_{xx}+c_{yy}),\qquad c_x(L,y,t)=0 .
\]

The slab has become a line that feeds the grain and is itself fed at \(y=0\). This requires the time \(h^2/D_b\) for equalization across the slab to be short compared with \(t\), or \(\delta\ll\sqrt{D_bt}\).

## Discretization

The line is column \(i=0\), with capacity \(m_0=sh\) and diffusivity \(D_0=D_b\). Grain cells \(i=1,\ldots,N\) have widths \(m_i\), centres \(X_i\) and \(D_i=D\). With \(X_0=0\), the lateral conductances are \(g_i=D/(X_i-X_{i-1})\), and \(g_0=g_{N+1}=0\). At depth \(y_j=j\Delta y\),

\[
\begin{aligned}
m_i\dot U_{i,j}={}&g_{i+1}(U_{i+1,j}-U_{i,j})-g_i(U_{i,j}-U_{i-1,j})\\
&+m_iD_i\frac{U_{i,j+1}-2U_{i,j}+U_{i,j-1}}{\Delta y^2}.
\end{aligned}
\]

Whatever leaves the line enters the first cell, so lateral exchange conserves solute. The source is \(U_{i,0}=1\). At the sealed far end \(y=H\), the value beyond the last node mirrors the value before it.

The lateral faces must resolve \(\sqrt{Dt}\) near the line and still reach \(L\). They are placed at

\[
x(\xi)=a\left[(1+L/a)^\xi-1\right],\quad 0\le\xi\le1,\quad a=0.2\sqrt{Dt},
\]

with equal steps in \(\xi\). The fine grid has 48 grain cells and 168 depth nodes.

In matrix form, \(M\dot U=b-KU\). One time step \(\tau_s\) solves two systems with the same matrix:

\[
\begin{aligned}
(M+\gamma\tau_sK)r_1&=b-KU,\\
(M+\gamma\tau_sK)r_2&=b-K[U+(1-\gamma)\tau_sr_1],\\
U_{\rm new}&=U+\tau_s[(1-\gamma)r_1+\gamma r_2].
\end{aligned}
\]

To fix \(\gamma\), apply the step to a decaying mode \(\dot U=\lambda U\), with \(z=\lambda\tau_s\). Substituting the stages gives the amplification factor

\[
\begin{aligned}
R&=1+\frac{z}{1-\gamma z}+\frac{\gamma(1-\gamma)z^2}{(1-\gamma z)^2}
=\frac{1+(1-2\gamma)z}{(1-\gamma z)^2}\\
&=1+z+(2\gamma-\gamma^2)z^2+O(z^3).
\end{aligned}
\]

Agreement with \(e^z\) through second order requires \(2\gamma-\gamma^2=1/2\). The root used is \(\gamma=1-1/\sqrt2\). Then \(|R|\le1\) for every \(z\le0\), and \(R\to0\) as \(z\to-\infty\), so the stiff modes excited by the sudden surface source are damped. The time blocks end at \(t/4^5,t/4^4,\ldots,t\), with 16 equal steps in each; each block needs one factorization.

## A reference solution for the error

Let \(k=(n+\tfrac12)\pi/H\). Integrating by parts twice, with \(c_y(H)=0\) and \(\cos kH=0\), gives

\[
\int_0^Hc_{yy}\sin(ky)\,dy=k\,c(y=0)-k^2\int_0^Hc\sin(ky)\,dy .
\]

After a further Laplace transform in time, with variable \(p\), the surface value 1 becomes \(1/p\). The grain transform \(C(x)\) obeys

\[
C_{xx}=q^2C-\frac kp,\qquad q^2=k^2+\frac pD .
\]

Its particular solution is \(A=k/(pq^2)=Dk/[p(p+Dk^2)]\). With line value \(\hat u\) and no flux at \(L\),

\[
C=A+(\hat u-A)\frac{\cosh q(L-x)}{\cosh qL},\quad
DC_x(0)=-G(\hat u-A),\quad G=Dq\tanh qL .
\]

The line equation becomes \(shp\,\hat u=shD_b(k/p-k^2\hat u)-G(\hat u-A)\). Define \(B=sh(p+D_bk^2)\) and \(A_b=D_bk/[p(p+D_bk^2)]\), so that \(shD_bk/p=BA_b\). Collecting \(\hat u\),

\[
\hat u=\frac{GA+BA_b}{G+B}.
\]

Numerical Laplace inversion gives \(u_k(t)\). Since the sine transform of 1 is \(1/k\),

\[
u(y,t)=1-\frac2H\sum_k\left[\frac1k-u_k(t)\right]\sin ky .
\]

This route uses neither the spatial grid nor the time steps. The largest differences between solver and reference boundary profiles, in units of the surface value, are \(6\times10^{-5}\), \(1.8\times10^{-4}\) and \(3\times10^{-5}\) in the C, B and A examples below. Doubling both cell sizes and the time step in case B multiplies the error by 4.00, as second-order accuracy predicts. The four lowest depth modes of the section inventory agree within a relative \(8\times10^{-4}\) in all three cases.

The line approximation can be checked too. If the slab keeps its width, the departure of its transform from \(sA_b\) varies as \(\cosh g(x+h)\), with \(g^2=k^2+p/D_b\), and matching fluxes replaces \(B\) by

\[
sD_bg\tanh(gh)=shD_bg^2\left[1-\tfrac13(gh)^2+\cdots\right]
=B\left[1-\tfrac13(gh)^2+\cdots\right].
\]

For the eight longest modes at the C time, the replacement changes \(\hat u\), after inversion, by at most a relative \(5\times10^{-6}\).

## One relation for the three limits

In a deep solid, let the line transform decay as \(\hat u=e^{-\kappa y}/p\). If depth diffusion inside the grain is slow, \(D\kappa^2\ll p\), the lateral decay constant is \(\sqrt{p/D}\), and the line equation gives

\[
shD_b\kappa^2=shp+\sqrt{Dp}\,\tanh\!\left(L\sqrt{p/D}\right).
\]

The first term on the right is boundary storage, the second is leakage. Direct entry from the surface into the lattice is omitted here; at early times it affects a layer of depth about \(\sqrt{Dt}\). The full solver includes direct entry, but its depth step exceeds \(\sqrt{Dt}\) in all three examples. It therefore does not resolve this layer, and in cases C and B its section inventory at the first depth node is too high. The half depths and the fitted section range used below lie far deeper.

The example takes round model parameters: \(\delta=0.5\) nm, \(s=2\), \(d=1000\) nm, \(D=1\) nm²/s and \(D_b=10^6\) nm²/s. Thus \(sh=0.5\) nm and \(P=10^6\) nm³/s. The same solid is examined at three times.

## Regime C: leakage as a perturbation

At \(t=10^{-4}\) s, \(\sqrt{Dt}=0.01\) nm. Dropping leakage leaves \(\kappa=\sqrt{p/D_b}\), and inversion gives

\[
u=\operatorname{erfc}\!\left(\frac{y}{2\sqrt{D_bt}}\right).
\]

To find the error, keep leakage to first order, with \(\tanh\to1\):

\[
\kappa\simeq\sqrt{\frac p{D_b}}\left(1+\frac{\sqrt{D/p}}{2sh}\right)
=\sqrt{\frac p{D_b}}+\frac{1}{2sh}\sqrt{\frac D{D_b}} .
\]

The added term does not depend on \(p\), so it multiplies the profile by a factor. With \(\eta=y/\sqrt{D_bt}\) and \(\epsilon=\sqrt{Dt}/(sh)=0.02\),

\[
u\simeq\left(1-\tfrac12\epsilon\eta\right)\operatorname{erfc}(\eta/2).
\]

The unperturbed half depth is \(\eta_0=2z\), where \(\operatorname{erfc}z=1/2\) and \(z=0.4769\). The profile there falls by \(\epsilon\eta_0/4\), while its slope is \(-e^{-\eta_0^2/4}/\sqrt\pi\). Hence

\[
\frac{\delta\eta}{\eta_0}=-\frac{\epsilon\sqrt\pi}{4}e^{\eta_0^2/4}\simeq-0.011 .
\]

A diffusivity inferred from the half depth scales as its square and should be about 2.2 % low. The solver gives a half depth of 9.436 nm, hence

\[
D_b^{\rm app}=\frac{(9.436/0.9539)^2}{10^{-4}}
\simeq9.79\times10^5\ \text{nm}^2/\text{s}
=9.79\times10^{-13}\ \text{m}^2/\text{s},
\]

which is 2.1 % low. The last digit carries grid and interpolation error: the grid-free solution of the same equations has its half depth at 9.434 nm, a bias of 2.2 %, as predicted. Since \(\epsilon\propto\sqrt t\), the depth deficit grows with time. This puts the depth exponent between \(t/4\) and \(t\) slightly below 1/2; the solver finds 0.496.

The lattice diffusion length here is less than an atomic spacing. The continuum leakage, which grows as \(\sqrt t\), is then not a faithful count of atoms that escape by single jumps. The 2 % shift tests the model equations; it does not predict the bias in a real crystal.

## Regime B: only the product \(P\) is visible

At \(t=2500\) s, \(\sqrt{Dt}=50\) nm, which lies between \(s\delta=1\) nm and \(d=1000\) nm. Dropping storage and setting \(\tanh=1\) gives

\[
\tfrac12P\kappa^2=\sqrt{Dp},\qquad
\kappa y=w(pt)^{1/4},\qquad
w=\frac{y(4D/t)^{1/4}}{\sqrt P}.
\]

Thus \(s\), \(\delta\) and \(D_b\) enter through their product, and the depth at fixed \(u\) grows as \(t^{1/4}\). The solver's exponent is 0.252. Boundary storage, which this limit drops, makes the actual profile slightly shallower than the limit, by a fraction that decreases as \(t^{-1/2}\), which explains the sign of the small excess.

A sectioning measurement counts solute in the grain as well. Integrating the lateral decay \(e^{-x\sqrt{p/D}}\) multiplies \(\hat u\) by \(\sqrt{D/p}\). With \(v=pt\), the grain inventory on one side of the boundary is \(\sqrt{Dt}\,F(w)\), where

\[
F(w)=\frac1{2\pi i}\int e^{v-wv^{1/4}}v^{-3/2}dv
=\sum_{n=0}^{\infty}\frac{(-w)^n}{n!\,\Gamma(3/2-n/4)} .
\]

The contour comes from and returns to \(-\infty\) around the cut along the negative axis. The series follows by expanding \(e^{-wv^{1/4}}\) and using Hankel's integral for \(1/\Gamma\).

For large \(w\), the exponent \(v-wv^{1/4}\) is stationary at \(v_0=(w/4)^{4/3}\). Its value there is \(v_0-4v_0=-3v_0\), and its second derivative is \(3/(4v_0)\). On \(v=v_0+i\tau\), the Gaussian integral gives

\[
F\simeq v_0^{-3/2}e^{-3v_0}\int_{-\infty}^{\infty}\frac{d\tau}{2\pi}
e^{-3\tau^2/(8v_0)}
=\sqrt{\frac2{3\pi}}\,\frac{e^{-3v_0}}{v_0}.
\]

The ratio of \(F\) to this form is 0.82 at \(w=10\) and 0.96 at \(w=40\). The final power in the exponent is therefore 4/3. A straight-line fit of \(\ln\bar c\) against \(y^{6/5}\), with \(\bar c\) the section mean, is an approximation for intermediate \(w\). For \(2\le w\le10\), the local slope of \(-\ln F\) against \(w^{6/5}\) varies from 0.76 to 0.80, a spread of 5 % of its mean. The spread is 28 % for power 1 and 27 % for power 4/3.

Let \(m_F\) be the fitted slope against \(w^{6/5}\), and \(m\) the measured slope of \(-\ln\bar c\) against \(y^{6/5}\). The definition of \(w\) gives

\[
m=m_F\left(\frac{4D}{t}\right)^{3/10}P^{-3/5}
\quad\Longrightarrow\quad
P=2\sqrt{\frac Dt}\left(\frac{m_F}{m}\right)^{5/3}.
\]

The fit gives \(m_F=0.7656\), and the solver's section profile gives \(m=2.8186\times10^{-5}\) nm\(^{-6/5}\). Therefore

\[
\begin{aligned}
P^{\rm app}&=0.04\left(\frac{0.7656}{2.8186\times10^{-5}}\right)^{5/3}\text{nm}^3/\text{s}\\
&\simeq9.82\times10^5\ \text{nm}^3/\text{s}
=9.82\times10^{-22}\ \text{m}^3/\text{s},
\end{aligned}
\]

1.8 % below the input. The fit reaches far into the tail, where the relative grid error is largest; the grid-free solution of the same equations gives \(m=2.823\times10^{-5}\) nm\(^{-6/5}\) and a bias of about 2.0 %. The combined prefactor \(2m_F^{5/3}=1.28\) belongs to this fitting window. The window was set with the known \(P\); with unknown \(P\), the inferred value must be used to check which range of \(w\) was fitted.

Storage explains the sign of this bias. It multiplies \(\kappa^2\) by \(1+\mu\sqrt v\), with \(\mu=sh/\sqrt{Dt}=0.01\), which steepens the profile. At the stationary point the relative loss of inventory is about \(\mu wv_0^{3/4}/2=\mu w^2/8\), or 3 % at \(w=5\). The solver gives 0.191 nm against 0.199 nm from the limit formula, a 4 % deficit. Without grid error the inventory is 0.190 nm, a 4.5 % deficit, and the full first-order term in \(\mu\) gives 4.6 %. The estimate is rough because \(w=5\) is not deep in the asymptotic range.

Applying the C recipe here would be a serious error. The half depth, 4046 nm on this grid (4042 nm without grid error), would give \(D_b\simeq7.2\times10^3\) nm²/s, about 140 times too small, because leakage has been mistaken for slow boundary transport.

## Regime A: one effective medium

At \(t=10^7\) s, \(\sqrt{Dt}=3162\) nm exceeds the grain width. Set \(c\simeq u\) across the grain, integrate the grain equation over \(x\), and add the line equation. The exchange flux cancels:

\[
(sh+L)u_t=(shD_b+LD)u_{yy},\qquad
D_{\rm eff}=\frac{dD+s\delta D_b}{d+s\delta}.
\]

Here \(D_{\rm eff}=(10^3+10^6)/1001=1000\) nm²/s. The section mean, normalized by the total capacity \(sh+L\), is \(\operatorname{erfc}[y/(2\sqrt{D_{\rm eff}t})]\). The solver departs from it by at most 0.0023 of the surface value.

The leading error is the time lag of the grain. For small \(p\), \(\tanh z\simeq z-z^3/3\) turns the leakage term into

\[
Lp-\frac{L^3p^2}{3D}=Lp(1-\tau p),\qquad
\tau=\frac{L^2}{3D}\simeq8.3\times10^4\ \text{s}.
\]

Since \(sh\ll L\) and \(LD\ll shD_b\), \(\kappa\simeq\sqrt{p/D_{\rm eff}}(1-\tau p/2)\), and the section mean carries an extra factor \(1-\tau p\). With \(\alpha=y/\sqrt{D_{\rm eff}}\), its transform is

\[
\frac{e^{-\alpha\sqrt p}}p\left(1-\tau p+\tfrac12\alpha\tau p^{3/2}\right).
\]

The inverse of \(e^{-\alpha\sqrt p}\) is \(f=\alpha e^{-\alpha^2/4t}/(2\sqrt\pi\,t^{3/2})\), and that of \(\sqrt p\,e^{-\alpha\sqrt p}\) is \(-\partial_\alpha f\). With \(\eta=\alpha/\sqrt t\), the change in the mean is

\[
\delta\bar c=-\frac{\tau}{t}\,\frac{\eta e^{-\eta^2/4}}{2\sqrt\pi}
\left(\frac32-\frac{\eta^2}4\right).
\]

Dividing by the magnitude of the profile slope, \(e^{-\eta^2/4}/\sqrt\pi\), gives at half depth

\[
\frac{\delta\eta}{\eta_0}=-\frac{\tau}{2t}\left(\frac32-\frac{\eta_0^2}{4}\right)\simeq-0.0053 .
\]

The inferred diffusivity should be 1.1 % low. The solver yields 990 nm²/s, or \(9.90\times10^{-16}\) m²/s, which is 1.0 % low. This bias belongs to the finite time: it exceeds the discretization error and would remain on a finer grid. The numerical output below lists the boundary concentration at three depths and the regime ratios for each case.

## Calculated quantities

```
delta = 0.5 nm, d = 1000 nm, s = 2
D = 1 nm^2/s, Db = 1.0e+06 nm^2/s
s*delta*Db = 1.000e+06 nm^3/s, Deff = 1000.00 nm^2/s
Regime C: t = 1.00e-04 s, sqrt(D t) = 0.01 nm
  s*delta/(2 sqrt(Dt)) = 50, d/sqrt(Dt) = 1e+05 (no unit)
  depth scale = 10 nm, half depth = 9.436 nm
  depth exponent from t/4 to t = 0.4961
  grain share of inventory at depth scale = 0.0163
  boundary c/s at 0.5, 1, 2 scales = 0.7202, 0.4748, 0.1542
  max profile error = 5.6e-05, max relative mode error = 4.7e-04
Regime B: t = 2.50e+03 s, sqrt(D t) = 50 nm
  s*delta/(2 sqrt(Dt)) = 0.01, d/sqrt(Dt) = 20 (no unit)
  depth scale = 5000 nm, half depth = 4046.2 nm
  depth exponent from t/4 to t = 0.2516
  grain share of inventory at depth scale = 0.9898
  boundary c/s at 0.5, 1, 2 scales = 0.6563, 0.4206, 0.1618
  max profile error = 1.8e-04, max relative mode error = 8.0e-04
Regime A: t = 1.00e+07 s, sqrt(D t) = 3162 nm
  s*delta/(2 sqrt(Dt)) = 0.000158, d/sqrt(Dt) = 0.316 (no unit)
  depth scale = 1e+05 nm, half depth = 95287 nm
  depth exponent from t/4 to t = 0.5024
  grain share of inventory at depth scale = 0.9990
  boundary c/s at 0.5, 1, 2 scales = 0.7232, 0.4791, 0.1582
  max profile error = 2.8e-05, max relative mode error = 4.0e-04
B error ratio, coarse/fine = 4.00
Line-collapse relative error at C time = 4.6e-06
C: max deviation from erfc = 0.0047
C: recovered Db = 9.7858e+05 nm^2/s = 9.7858e-13 m^2/s
C recipe misused at B time: Db = 7.197e+03 nm^2/s
B: local 6/5 slope for w=2..10: 0.7616 to 0.8017
B: relative slope spread, powers 1, 6/5, 4/3 = 0.279, 0.052, 0.265
B: F/asymptote at w=10, 40 = 0.8212, 0.9648
B: grain inventory at w=5 = 0.1912 nm, limit formula = 0.1993 nm
B: fitted slope of -ln F = 0.7656, prefactor 2*slope^(5/3) = 1.2815
B: section slope = 2.81855e-05 nm^(-6/5)
B: recovered s*delta*Db = 9.8185e+05 nm^3/s = 9.8185e-22 m^3/s
A: max deviation from erfc = 0.0023
A: recovered Deff = 989.59 nm^2/s = 9.8959e-16 m^2/s
```
